# Neutral grain-boundary space charge by Newton continuation and its Mott-Schottky limit

Before a grain-boundary barrier is used to interpret an impedance spectrum, one has to decide whether the depletion formula is good enough or the full space-charge problem must be solved. For the lightly doped oxide treated below, the formula serves well when the grains are 1000 nm across and fails when they are 40 nm across. A careless numerical solution also fails in the small grain, because it leaves nearly half of the core charge uncompensated. The scheme below is built by removing such faults one at a time.

## The model and its equations

Flat boundaries repeat with the grain size $2H$. One of them lies at $x=0$, and $x=H$ is the middle of the grain. The grain contains frozen acceptors of charge $-1$ and uniform density $N$, and mobile oxygen vacancies of charge $+2$ and density $n_v(x)$. The boundary core is a thin sheet with $M$ vacancy sites per area, of which a fraction $\theta$ is occupied. A vacancy on a core site has the energy $g_s<0$ relative to one in the grain. The system is in equilibrium without bias, electrons and holes carry no appreciable charge, and the potential is a mean field.

The algebra uses atomic units: the elementary charge is 1, $\tau=kT$, and $\varepsilon$ is the relative permittivity. With $N_s$ oxygen sites per volume and dilute vacancies, the electrochemical potential in the grain is

$$\mu=\tau\ln\frac{n_v}{N_s}+2\phi .$$

It is constant in equilibrium. With $u=\phi/\tau$ this gives

$$n_v=\frac{rN}{2}e^{-2u},\qquad r=\frac{2N_s}{N}e^{\mu/\tau}.$$

Core sites can fill up, so their electrochemical potential is $g_s+\tau\ln[\theta/(1-\theta)]+2\phi(0)$. Setting it equal to $\mu$, with $u_0=u(0)$ and $\gamma=-g_s/\tau$, gives

$$\frac{\theta}{1-\theta}=Ke^{-2u_0},\qquad K=\frac{rN}{2N_s}e^{\gamma}. \tag{1}$$

The charge density in the grain is $2n_v-N$. Poisson's equation $\phi''=-(4\pi/\varepsilon)(2n_v-N)$ becomes

$$u''=\frac{1-re^{-2u}}{L^2},\qquad L^2=\frac{\varepsilon\tau}{4\pi N}. \tag{2}$$

The core carries the charge $2M\theta$ per area. By symmetry half of its flux enters each grain, so $-\phi'(0^+)=4\pi M\theta/\varepsilon$. Dividing by $\tau$ and measuring length as $t=x/L$,

$$-u_t(0)=\sigma\theta,\qquad \sigma=\frac{M}{NL}. \tag{3}$$

One more condition is needed, at mid-grain.

## First fault: a potential pinned at mid-grain

The naive choice is $r=1$ and $u=0$ at mid-grain, as if neutral bulk material lay there. Integrating (2) over the half grain and using (3) shows what this does:

$$\int_0^{H/L}(1-re^{-2u})\,dt=u_t(H/L)-u_t(0)=\sigma\theta+u_t(H/L). \tag{4}$$

The left side is the compensating negative charge and $\sigma\theta$ is half the core charge, both in units of $NL$. They balance if and only if the field vanishes at mid-grain. Pinning $u$ there leaves a field, and its flux ends on charge that is not in the model. In the 40 nm grain of the example, 47.3 % of the core charge is then uncompensated.

The correct condition follows from mirror symmetry: $u_t(H/L)=0$. Global neutrality is then a consequence of the equations, and no further constraint has to be added.

It may seem that the reference density $r$ is now undetermined. It is a gauge. If $r$ is replaced by $r'$ and $u$ by $u+\tfrac12\ln(r'/r)$, then $re^{-2u}$ is unchanged. So is $Ke^{-2u_0}$, because $K$ is proportional to $r$. No vacancy moves. In a small grain the meaningful barrier is therefore $\phi(0)-\phi(H)$.

Neutrality also fixes the number of vacancies. Half the core holds $M\theta/2$ of them per area, and (4) in ordinary units reads

$$\int_0^H n_v\,dx+\frac{M\theta}{2}=\frac{NH}{2}.$$

A grain that exchanges vacancies with a reservoir and a closed neutral grain thus have the same profile. This holds because vacancies are the only mobile charge in the model.

## A grid that conserves flux

Interpolating the charge and the field separately could lose neutrality again. Finite volumes avoid this. Let the nodes be $t_i=ih$, with cell widths $w_i=h$ inside and $h/2$ at the two ends. The residual of cell $i$ is

$$F_i=\frac{u_i-u_{i+1}}{h}+\frac{u_i-u_{i-1}}{h}+w_i\left(1-re^{-2u_i}\right)-\delta_{i0}\,\sigma\theta, \tag{5}$$

where a term reaching outside the grid is absent. Each internal flux appears twice with opposite signs, so in the sum over all cells the fluxes cancel:

$$\sum_i F_i=\sum_i w_i\left(1-re^{-2u_i}\right)-\sigma\theta .$$

A solution with $F=0$ is neutral on any grid, including a coarse one. Neutrality therefore tests the boundary conditions and the convergence of the iteration, but it does not measure the grid error. That needs an independent value of $u_0$, obtained below from a first integral. Against it, $u_0$ is wrong by $5.5\times10^{-6}$ with 1000 cells and by $1.4\times10^{-6}$ with 2000 cells, for the 1000 nm grain. The ratio of four shows second-order convergence.

## Second fault: Newton's method from a flat start

Newton's method solves $J\,\delta u=-F$, with $J=\partial F/\partial u$. For a wide grain with $r=1$, the flat start $u=0$ satisfies the grain equation, and the core causes the trouble. In the example $\gamma=29.0$ and $N/2N_s=10^{-4}$, so $K\approx4\times10^{8}$. At $u=0$ the core is full, and its occupancy hardly responds to a small change of potential. The first Newton step therefore solves

$$v_{tt}=2v,\qquad -v_t(0)=\sigma ,$$

whose decaying solution is $v=(\sigma/\sqrt2)\,e^{-\sqrt2\,t}$. With $\sigma=73.95$ the step sends $u_0$ to 52, while the solution has $u_0=11.25$. At $u_0=52$ equation (1) makes the core practically empty, and the next step sees no core charge at all.

Plain Newton iteration did recover from this start, after 42 iterations on a grid of 4000 cells; the count depends strongly on the grid. Nothing in the argument guarantees that it will do so for other parameters. Two remedies rest on the structure of the problem.

## Why there is one solution to find

Consider the functional

$$\mathcal J[u]=\int_0^{H/L}\left[\frac{u_t^2}{2}+u+\frac r2e^{-2u}\right]dt+\frac{\sigma}{2}\ln\left(1+Ke^{-2u_0}\right).$$

Change $u$ by a small function $v$. The derivative of the last term with respect to $u_0$ is $-\sigma\theta$, by (1). After partial integration of $u_tv_t$ the first variation is

$$\delta\mathcal J=\int_0^{H/L}\left(-u_{tt}+1-re^{-2u}\right)v\,dt+u_t(H/L)\,v(H/L)-\left[u_t(0)+\sigma\theta\right]v(0).$$

It vanishes for every $v$ when the Poisson equation and both boundary conditions hold. Since $d\theta/du_0=-2\theta(1-\theta)$, the second variation is

$$\delta^2\mathcal J=\int_0^{H/L}\left(v_t^2+2re^{-2u}v^2\right)dt+2\sigma\theta(1-\theta)\,v(0)^2>0 .$$

The functional is strictly convex and has at most one stationary point. It also has a minimum: $u+\tfrac r2e^{-2u}$ grows without limit for $u\to\pm\infty$, the gradient term penalizes variation, and the core term is never negative. The solution thus exists and is unique within this model.

The residual (5) is the gradient of the same functional written on the grid, and $J$ is its positive definite Hessian. This gives the first remedy. The Newton direction $d=-J^{-1}F$ satisfies $F\cdot d=-F\cdot J^{-1}F<0$, so it leads downhill, and the step is halved until $\mathcal J$ decreases sufficiently. From $u=0$ this line search needs 10 iterations, and from $u=5$ everywhere it needs 12. Both runs reach the solution found by continuation.

## Continuation in the segregation energy

The second remedy starts at $\gamma=0$, where the core is almost empty, and raises $\gamma$ to its final value. Differentiating $F(u,\gamma)=0$ gives the predictor. From (1), $\partial\theta/\partial\gamma=\theta(1-\theta)$, and therefore

$$J\frac{du}{d\gamma}=a\,e_0,\qquad a=\sigma\theta(1-\theta), \tag{6}$$

where $e_0$ is the unit vector of the core node. Each prediction is corrected by Newton steps at the new $\gamma$, and the increment is halved if they do not converge. Since $J$ is positive definite, (6) always has a solution and the branch has no turning point.

The rate can be bounded. Write $J=A+2a\,e_0e_0^T$, where $A$ belongs to the grain alone and is positive definite. Then

$$\frac{du}{d\gamma}=a\left(1-2\frac{du_0}{d\gamma}\right)A^{-1}e_0 .$$

Take the core component and define $G=1/(A^{-1})_{00}>0$:

$$\frac{du_0}{d\gamma}=\frac{a}{2a+G},\qquad 0<\frac{du_0}{d\gamma}<\frac12 . \tag{7}$$

The one half comes from the double charge of the vacancy: a stronger binding by $\Delta$ can be offset by a potential rise of $\Delta/2$. The quantity $G$ is the extra space charge that the grain demands per unit rise of $u_0$. This demand keeps the rate below one half.

The run to $g_s=-1.5$ eV, with stops at $-0.5$ and $-1.0$ eV, took 8 steps, none rejected, and 38 Newton iterations. For a single parameter set the line search is cheaper here. Continuation is worth its cost when the dependence on segregation energy is wanted.

## The wide grain and the Mott-Schottky limit

In a grain much wider than its two depletion layers, set $r=1$, so that $u$ and $u_t$ vanish towards mid-grain. Multiplying $u_{tt}=1-e^{-2u}$ by $u_t$ makes both sides derivatives. Integrating from mid-grain,

$$u_t^2=2u-1+e^{-2u}. \tag{8}$$

At the core, (3) then gives one scalar equation without a grid:

$$\sigma\theta(u_0)=\sqrt{2u_0-1+e^{-2u_0}} . \tag{9}$$

The Mott-Schottky approximation removes all vacancies up to a sharp edge at $t=\Lambda$, with $u=u_t=0$ there. Then $u_{tt}=1$ gives

$$u=\tfrac12(\Lambda-t)^2,\qquad \Lambda=\sqrt{2u_0},$$

or $\phi=\phi_0(1-x/\lambda)^2$ with $\lambda=L\sqrt{2\phi_0/\tau}$. The charge per side is $\Lambda$ in units of $NL$, whereas (9) has $\sqrt{2u_0-1}$ for $e^{-2u_0}\ll1$. In ordinary variables the charge per side is

$$M\theta\simeq\sqrt{\frac{\varepsilon N}{2\pi}\left(\phi_0-\frac{\tau}{2}\right)} .$$

The first correction thus replaces $\phi_0$ by $\phi_0-\tau/2$. Relative to the Mott-Schottky charge at the same barrier, the shortfall is

$$1-\sqrt{1-\frac1{2u_0}}=\frac1{4u_0}+\frac1{32u_0^2}+\dots$$

The numerical charges approach this law. At $g_s=-0.5$, $-1.0$ and $-1.5$ eV the barriers are 0.108, 0.340 and 0.582 V, and the shortfalls are 12.6, 3.9 and 2.2 %. A calculation continued to $\gamma=100$, which serves as a limit check and not as a material, has $u_0=46.3$ and a shortfall of 0.54 %.

The profile can be corrected too. Where $e^{-2u}$ is negligible, put $q=\sqrt{2u-1}$. Equation (8) gives $u_t=-q$, hence $q_t=u_t/q=-1$, and

$$u=\tfrac12+\tfrac12(\Lambda^*-t)^2,\qquad \Lambda^*=\sqrt{2u_0-1}. \tag{10}$$

The parabola is raised by half a thermal energy and its edge is drawn in. It does not describe the tail, where vacancies return.

## A lightly doped titanate at 600 K

The example takes rough values in the regime of acceptor-doped strontium titanate: $\varepsilon=160$, $10^{19}$ acceptors per cm³, 5 core sites per nm², $g_s=-1.5$ eV and a grain size of 1000 nm. Then $kT=0.0517$ eV and $L=6.76$ nm. The solution has $u_0=11.25$, which is a barrier of $11.25\times0.0517=0.58$ V.

Equation (9) gives $\sqrt{22.505-1}=4.637$ for the charge per side. The occupancy is $4.637/73.95=0.063$, or 0.31 vacancies per nm². The core charge is 10.0 µC/cm². The field beside the core is $4.637\times0.0517\ \mathrm V/6.76\ \mathrm{nm}$, or 0.35 MV/cm.

These numbers also check the rate (7). Here $a=4.637\times0.9373=4.35$. In the wide grain $G$ is the derivative of the right side of (9), nearly $1/4.637=0.216$. Thus $du_0/d\gamma=4.35/(8.69+0.216)=0.488$, as the linear system (6) gives.

The Mott-Schottky width is 32.1 nm and the corrected width 31.4 nm. At 20 nm from the core the full solution gives 0.099 V and the Mott-Schottky parabola 0.082 V. Equation (10) gives $0.0517\,[0.5+\tfrac12(11.36/6.76)^2]=0.099$ V. The largest deviation of the uncorrected parabola is 20 mV.

How much this matters depends on what is held fixed. If the core charge is given, depletion theory puts the barrier too low by $kT/2=26$ mV. If the segregation energy is given, the core adjusts. Depletion theory then demands $4.744-4.637=0.107$ more charge at the same $u_0$, and linearizing (9) lowers $u_0$ by $0.107/(2a+G)=0.012$, which is less than 1 mV.

## When the grain is too small

A high barrier does not suffice for the Mott-Schottky limit. The two depletion layers must also fit into the grain. Between flat boundaries 80 nm apart they just do: the barrier is 0.576 V, and the vacancy density at mid-grain has fallen to 80 % of $N/2$.

At 40 nm they would overlap. If practically all vacancies move to the core, then $u_{tt}=1$ throughout and $u_t(H/L)=0$, so that

$$\phi(0)-\phi(H)=\frac{\tau H^2}{2L^2}=\frac{2\pi NH^2}{\varepsilon}. \tag{11}$$

With $H=20$ nm this is $0.0517\times\tfrac12(20/6.76)^2=0.226$ V, in agreement with the full solution. The segregation energy has dropped out, and using the wide-grain barrier would overestimate the result by a factor of 2.6.

Equation (11) has two conditions. The core must have room, $NH<M$; here neutrality gives $\theta=NH/M=0.04$. The binding must also be strong enough to empty the grain. Solving (1) for the vacancies at mid-grain,

$$re^{-2u(H/L)}=\frac{2N_s}{N}\,\frac{\theta}{1-\theta}\,e^{-\gamma}e^{H^2/L^2}\approx7\times10^{-7},$$

so the grain is indeed empty. For weak binding this number is no longer small, and the full equations are needed.

These sizes and equation (11) hold for flat, parallel boundaries. An equiaxed grain has more boundary area per volume and empties at a larger size. At full depletion the potential drop is half of (11) in a cylinder of radius $H$ and one third of it in a sphere. A sphere 80 nm across is already emptied and has a barrier of 0.30 V, and one 40 nm across has 0.075 V. The wide-grain barrier returns only for diameters above roughly 110 nm.

## What the numbers mean for a real ceramic

Barriers inferred from impedance on such titanates are, roughly, several tenths of a volt, and the model value has that size because the segregation energy was chosen accordingly. The doping is light, about 0.06 % of the titanium sites. All acceptors are taken to carry the charge $-1$; dopants such as iron or nickel can change valence with oxygen pressure and local potential, and the model does not cover this. One assumption open to doubt is the uniform dopant profile, since acceptors can collect near boundaries during sintering and freeze there. If their density were doubled throughout the depleted layer but not beyond it, the core occupancy would rise by a factor of about $\sqrt2$. At fixed segregation energy (1) then lowers the barrier by about $\tfrac12kT\ln\sqrt2$, roughly 10 mV, while the width shrinks to about 23 nm.

Another neglected effect is the thickness of the core. A uniformly charged slab 0.8 nm thick with a permittivity of only 20, both rough guesses, has an internal potential drop of 57 mV at the core charge found above, a tenth of the barrier. This drop lies inside the core and is not the change of the barrier outside it. If the sites are spread through such a slab and filled self-consistently, the potential falls by about 26 mV at the edge of the slab and rises by about 16 mV at its centre. Repulsion between neighbouring core vacancies, estimated with the permittivity of the grain because their spacing of about 1.8 nm exceeds the core thickness, is about 20 meV. This is below $kT$ but not negligible, and it limits the mean-field description. Dielectric nonlinearity adds about 8 mV at fixed core charge. For an assumed bulk hole density of $10^{16}$ cm⁻³, holes contribute $10^{-3}$ of the acceptor charge.

Temperature matters on a similar scale. With the segregation energy fixed and a rough Curie-Weiss permittivity, the barrier is 0.61 V at 500 K and 0.56 V at 700 K. At 600 K, with a rough diffusivity $D=10^{-8}$ cm²/s, vacancies spread over the neutral interior of a 1000 nm grain in a time of the order of $H^2/D=0.25$ s. The core charge changes far more slowly, because vacancies must pass the depleted layer, where $\int dx/n_v\approx Le^{2u_0}/(N\Lambda^*)$. Linearizing about equilibrium, and ignoring transport along the boundary, gives a relaxation time of about $L^2e^{2u_0}/(4D\Lambda^{*2})\approx3\times10^3$ s, roughly an hour. Dopants move far less than an atomic distance in a year. Treating the former as mobile and the latter as frozen is therefore reasonable at 600 K on a scale of hours. At 500 K, with a rough activation energy of 0.7 eV, the relaxation takes months, and the core charge may stay frozen at the value set at a higher temperature. The remaining estimates are in the numerical output.

## Table of computed values

```
inputs: T 600 K, relative permittivity 160, acceptors 1.0e+19 cm^-3
inputs: core sites 5.0 nm^-2, oxygen sites 5.0e+22 cm^-3
inputs: segregation energy -1.50 eV, grain size 1000 nm
kT 0.05170 eV; length L 6.761 nm; sigma 73.95; gain 29.011
barrier 0.5818 V; u0 11.2527; grid-free u0 11.2527
Mott-Schottky width 32.08 nm; corrected width 31.36 nm
field at core 0.3546 MV/cm; core charge 10.047 uC/cm2
core vacancies 0.3136 nm^-2; core occupancy 0.0627
relative charge imbalance, Simpson: -1.0e-14
continuation: steps 8, rejected 0, Newton iterations 38
d(u0)/d(gain) at the end: tangent 0.48790, grid-free difference 0.48790
plain Newton from flat start: converged True, iterations 42
line-search Newton iterations: start u=0 10, start u=5 12
u0 error with 1000, 2000 cells: 5.52e-06, 1.38e-06; order 2.000
segregation -0.5 eV: barrier 0.1076 V, charge shortfall 12.63 %, x4u0 1.0507
segregation -1.0 eV: barrier 0.3396 V, charge shortfall 3.88 %, x4u0 1.0198
segregation -1.5 eV: barrier 0.5818 V, charge shortfall 2.25 %, x4u0 1.0113
limit check gain 100: u0 46.348, shortfall 0.541 %, x4u0 1.0027
potential at 0 nm: Newton 0.5818 V, Mott-Schottky 0.5818 V
potential at 10 nm: Newton 0.2837 V, Mott-Schottky 0.2756 V
potential at 20 nm: Newton 0.0987 V, Mott-Schottky 0.0825 V
potential at 30 nm: Newton 0.0200 V, Mott-Schottky 0.0024 V
potential at 40 nm: Newton 0.0028 V, Mott-Schottky 0.0000 V
largest deviation from Mott-Schottky parabola 19.64 mV
grain 80 nm: barrier 0.5760 V, mid-grain vacancies/(N_A/2) 7.97e-01
grain 40 nm: barrier 0.2262 V, mid-grain vacancies/(N_A/2) 6.61e-07
full-depletion barrier for 40 nm grain 0.2262 V
40 nm grain with potential pinned at centre: uncompensated core charge 47.3 %
barrier at 500 K: 0.6070 V
barrier at 700 K: 0.5572 V
rough inputs: beta 8e+09 V m^5/C^3, core width 0.8 nm, core permittivity 20
dielectric nonlinearity adds 8.0 mV at fixed charge
potential drop inside finite core 57 mV
neighbour repulsion of core vacancies 20.2 meV; of dopants 1.9 meV
rough inputs: holes 1e+16 cm^-3, gap 3.0 eV, band masses 5 m_e
bulk holes/N_A 1e-03; electrons at core/N_A 3e-14
hole tunnelling energy, mass 1 m_e: 4.64 meV
rough inputs: D vacancy 1e-08 cm2/s; cation D0 1 cm2/s, 4 eV
vacancy diffusion time over half grain 0.25 s; dopant motion in a year 9e-07 nm
```
